# Choosing the small-β switch for overlap integrals of Slater functions

## Definitions and conventions

A Slater function on a centre is

$$\chi_{nlm}=N\,r^{n-1}e^{-\zeta r}P_l^m(\cos\theta)\,\Phi_m(\varphi),\qquad n>l\ge m\ge 0,$$

with integer $n$, exponent $\zeta>0$, $P_l^m(x)=(1-x^2)^{m/2}\,d^mP_l/dx^m$ and a real azimuthal factor normalized by $\int_0^{2\pi}\Phi_m^2\,d\varphi=1$. The radial integral $\int_0^\infty r^{2n}e^{-2\zeta r}dr=(2n)!/(2\zeta)^{2n+1}$ and the standard norm of $P_l^m$ give

$$N=\frac{(2\zeta)^{n+1/2}}{\sqrt{(2n)!}}\sqrt{\frac{2l+1}{2}\,\frac{(l-m)!}{(l+m)!}} .$$

Two such functions sit on centres $a$ and $b$ at distance $R>0$. Their local $z$ axes point towards each other, and they share the same $\Phi_m$; if the azimuthal factors are orthogonal, the overlap is zero. A program with parallel axes obtains its overlap from the one below by the factor $(-1)^{l_b+m}$, because $P_l^m(-x)=(-1)^{l+m}P_l^m(x)$.

Two dimensionless numbers control the integral:

$$\alpha=\tfrac12R(\zeta_a+\zeta_b),\qquad \beta=\tfrac12R(\zeta_a-\zeta_b).$$

Mulliken's auxiliary integrals are

$$A_k(\alpha)=\int_1^\infty\xi^ke^{-\alpha\xi}d\xi,\qquad B_k(\beta)=\int_{-1}^1\eta^ke^{-\beta\eta}d\eta .$$

The setting discussed here is the value of $|\beta|$ below which a program computes $B_k$ from a power series instead of an upward recursion. The symbol $u=2.22\times10^{-16}$ is the machine epsilon of double precision.

## How the overlap becomes a finite sum

Let $r_a,r_b$ be the distances from the centres, and set $\xi=(r_a+r_b)/R$, $\eta=(r_a-r_b)/R$. Then

$$r_a=\tfrac R2(\xi+\eta),\qquad r_b=\tfrac R2(\xi-\eta),$$

and the triangle inequality gives $\xi\ge1$, $|\eta|\le1$. The exponent is

$$\zeta_ar_a+\zeta_br_b=\tfrac R2\left[(\zeta_a+\zeta_b)\xi+(\zeta_a-\zeta_b)\eta\right]=\alpha\xi+\beta\eta .$$

Measure $z$ from the midpoint towards $b$, and let $\rho$ be the distance from the axis. Then $r_a^2=\rho^2+(z+R/2)^2$ and $r_b^2=\rho^2+(z-R/2)^2$. Subtraction gives $2Rz=r_a^2-r_b^2=R^2\xi\eta$, so $z=R\xi\eta/2$. The local heights are

$$z_a=\tfrac R2+z=\tfrac R2(1+\xi\eta),\qquad z_b=\tfrac R2-z=\tfrac R2(1-\xi\eta),$$

and

$$\rho^2=r_a^2-z_a^2=\tfrac{R^2}{4}\left[(\xi+\eta)^2-(1+\xi\eta)^2\right]=\tfrac{R^2}{4}(\xi^2-1)(1-\eta^2).$$

For the volume element, the Jacobian of $(r_a^2,r_b^2)$ with respect to $(\rho^2,z)$ has absolute value $|2(z-R/2)-2(z+R/2)|=2R$. Hence $4r_ar_b\,dr_adr_b=2R\cdot2\rho\,d\rho\,dz$, or $\rho\,d\rho\,dz=(r_ar_b/R)\,dr_adr_b$. With $dr_adr_b=(R^2/2)\,d\xi d\eta$ and $r_ar_b=(R^2/4)(\xi^2-\eta^2)$,

$$dV=\left(\tfrac R2\right)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi .$$

The angular factors are also polynomials. Differentiating the explicit Legendre polynomial $m$ times gives

$$\frac{d^mP_l}{dx^m}=\sum_jc_jx^{l-m-2j},\qquad c_j=\frac{(-1)^j(2l-2j)!}{2^l\,j!\,(l-j)!\,(l-m-2j)!}.$$

Since $\sin\theta=\rho/r$ and $\cos\theta=z/r$ in local coordinates,

$$r^{n-1}P_l^m(\cos\theta)=\rho^m\sum_jc_j\,z^{l-m-2j}\,r^{n-1-l+2j}.$$

No power of $r$ is negative, because $n>l$. The product of the two factors $\rho^m$ is $\rho^{2m}$, again a polynomial. Each length carries a factor $R/2$, which leaves

$$S=C\sum_{ij}w_{ij}A_i(\alpha)B_j(\beta),\qquad C=N_aN_b\left(\tfrac R2\right)^{n_a+n_b+1}.$$

Here $w_{ij}$ is the coefficient of $\xi^i\eta^j$. The largest possible index counts 2 from the volume element, $2m$ from $\rho^{2m}$ and $n-1-m$ from each remaining factor:

$$K=2+2m+(n_a-1-m)+(n_b-1-m)=n_a+n_b .$$

For non-integer $n$ the expansion generally does not terminate, and this scheme does not apply.

## Why one recursion is safe and the other is not

Integration by parts gives

$$A_k=\left[-\frac{\xi^ke^{-\alpha\xi}}{\alpha}\right]_1^\infty+\frac k\alpha A_{k-1}=\frac{e^{-\alpha}+kA_{k-1}}{\alpha},\qquad A_0=\frac{e^{-\alpha}}{\alpha}.$$

Both terms are positive. Adding positive numbers does not magnify their relative errors, so each step adds only a few roundings.

The same operation on $B_k$ gives

$$B_k=\frac{kB_{k-1}+(-1)^ke^\beta-e^{-\beta}}{\beta},\qquad B_0=\frac{2\sinh\beta}{\beta}.$$

The first step is $B_1=(B_0-2\cosh\beta)/\beta$. For small $\beta$, $B_0=2+\beta^2/3+\dots$ and $2\cosh\beta=2+\beta^2+\dots$. Two numbers near 2 are subtracted to leave $-2\beta^2/3$. Their rounding errors, of order $u$, survive the subtraction and are divided by $\beta$.

Let $\delta_k$ be the absolute error of $B_k$ and $\varepsilon_k$ the new rounding error of step $k$. The recursion is linear, so

$$\delta_k=\frac k\beta\delta_{k-1}+\varepsilon_k .$$

Multiplying by $\beta^k/k!$ turns this into a running sum:

$$\frac{\beta^k}{k!}\delta_k=\frac{\beta^{k-1}}{(k-1)!}\delta_{k-1}+\frac{\beta^k}{k!}\varepsilon_k
\quad\Rightarrow\quad
\delta_k=\frac{k!}{\beta^k}\left[\delta_0+\sum_{j=1}^k\frac{\beta^j}{j!}\varepsilon_j\right].$$

For $|\beta|\ll1$ the bracket is dominated by $\delta_0$ and $\beta\varepsilon_1$, both of order $u$. Therefore

$$|\delta_k|\sim u\,\frac{k!}{|\beta|^k}\qquad(|\beta|\ll1).$$

This is an estimate of size, not a bound. At 201 equally spaced values of $\beta$ from 0.0101 to 0.0497, the median ratio of actual error to estimate is 0.76 for each of $k=3$, 4 and 6; the reference values of $B_k$ came from Gauss–Legendre quadrature. The equal medians reflect the nearly common bracket.

The form of $B_0$ matters too. Computing it as $(e^\beta-e^{-\beta})/\beta$ subtracts two numbers near 1 and gives $\delta_0\sim u/|\beta|$, one further power of $1/|\beta|$ in every later error. A dedicated hyperbolic-sine routine avoids this.

## The series and its cost

The exponential series converges uniformly on $[-1,1]$, so it may be integrated term by term:

$$B_k=\sum_{j=0}^\infty\frac{(-\beta)^j}{j!}\int_{-1}^1\eta^{k+j}d\eta .$$

The integral is zero for odd $k+j$ and $2/(k+j+1)$ for even $k+j$. The surviving $j$ have the parity of $k$, so $(-1)^j=(-1)^k$ and

$$B_k=2(-1)^k\sum_{j\equiv k\,(2)}\frac{\beta^j}{j!\,(k+j+1)} .$$

For even $k$ all terms are positive; for odd $k$ all have the sign of $-\beta$. There is no cancellation at any $\beta$, and $\beta=0$ needs no special treatment: $B_k(0)$ is $2/(k+1)$ for even $k$ and zero for odd $k$.

If $t_j$ is the magnitude of a term, then

$$\frac{t_{j+2}}{t_j}=\frac{\beta^2}{(j+1)(j+2)}\,\frac{k+j+1}{k+j+3}<q_j=\frac{\beta^2}{(j+1)(j+2)} .$$

Since $q_j$ decreases with $j$, the terms omitted after $t_j$ sum to less than $t_jq_j/(1-q_j)$ once $q_j<1$. Stopping when a term falls below $10^{-17}$ of the partial sum takes 5 terms for $B_6$ at $\beta=0.02$ and 20 at $\beta=6$. Large $|\beta|$ therefore costs time, not accuracy.

## Choosing the switch

**Preferred rule.** Use the recursion for $k<|\beta|$ and the series for the remaining $k\le K$. In the recursive part every amplification factor $k/|\beta|$ is below one, so old errors shrink.

The subtraction inside each step is also mild there. Take $\beta>0$, which suffices because $B_k(-\beta)=(-1)^kB_k(\beta)$. For large $\beta$ the integral $|B_k|=|\int\eta^ke^{-\beta\eta}d\eta|$ comes from the end $\eta=-1$, where $|\eta|^k\approx e^{-k(1+\eta)}$. This gives $|B_k|\approx e^\beta/(\beta+k)$. The largest term in the numerator of the recursion is $e^\beta$ and the result is $\beta|B_k|$, so the loss factor is about $(\beta+k)/\beta$, at most about 2 for $k<\beta$. This estimate holds for large $\beta$. At small $\beta$ the factor is somewhat larger but still modest: as $\beta\to1$ from above with $k=1$, $\beta|B_1|\to2\cosh1-2\sinh1=2/e$, and the factor is $e^2/2\approx3.7$, or $(e^2+1)/2\approx4.2$ when the boundary term is formed as $-2\cosh\beta$. The rule places $k=0$ in the recursive part for every $\beta\ne0$, so it relies on the hyperbolic-sine form of $B_0$; with separate exponentials the factor for $k=0$ grows like $1/(2|\beta|)$.

**A single threshold.** Some settings accept one number $\beta_*$ for all $k$. The choice $\beta_*=K$, with $K$ the largest $n_a+n_b$ in the basis, keeps the recursion in its safe region. A smaller threshold saves series terms at a known price: an absolute error $\epsilon$ in $B_K$ requires roughly

$$|\beta|\gtrsim\left(\frac{K!\,u}{\epsilon}\right)^{1/K}.$$

For $K=6$ and $\epsilon=10^{-10}$ this is $(720\times2.22\times10^{-6})^{1/6}\approx0.34$. The formula inherits the condition of small $|\beta|$ and is useful only while the limit it gives is about 1 or less. Beyond that the roundings $\varepsilon_j$ grow with the boundary terms, which are of size $e^{|\beta|}$, and the formula is too optimistic: for $\epsilon=10^{-10}$ the median error at the predicted limit is about $13\epsilon$ for $K=14$ (limit 2.39) and about $260\epsilon$ for $K=20$ (limit 4.33). The limit rises with $K$, so a threshold tuned for small $n$ should not be carried over to larger $n$. Higher precision lowers the limit only as $u^{1/K}$ and does not remove the singular division at $\beta=0$.

**The variable to test.** The switch should act on $\beta$, not on $\zeta_a-\zeta_b$. Clearly different exponents also give a small $\beta$ when $R$ is small.

**Merging exponents.** Replacing nearly equal exponents by equal ones is a change of basis function, not a repair of rounding. The example below shows its size.

## Worked example

Take round model parameters $R=2$ Å, $\zeta_a=3$ Å$^{-1}$ and $\zeta_b=2.98$ Å$^{-1}$. Then $\alpha=5.98$ and $\beta=0.02$. Lengths enter $S$ only through $\zeta_aR$ and $\zeta_bR$, so no conversion to atomic units is needed.

For two 3s functions the polynomial is

$$(\xi^2-\eta^2)(\xi+\eta)^2(\xi-\eta)^2=(\xi^2-\eta^2)^3=\xi^6-3\xi^4\eta^2+3\xi^2\eta^4-\eta^6,$$

and hence

$$S=C(A_6B_0-3A_4B_2+3A_2B_4-A_0B_6),$$

$$C=\frac{(2\zeta_a)^{7/2}(2\zeta_b)^{7/2}}{2\cdot6!}\left(\tfrac R2\right)^7=189.9017 .$$

In all recursive values below, the boundary terms $(-1)^ke^\beta-e^{-\beta}$ are computed as $2\sinh\beta$ for even $k$ and $-2\cosh\beta$ for odd $k$. Computing them from separate exponentials for $k\ge1$, with $B_0$ still taken as $2\sinh\beta/\beta$, changes the individual rounding errors, and so the digits of the damaged results, but not the typical size of the errors. The needed integrals are:

| $k$ | $10^4A_k$ | $B_k$, recursion | $B_k$, series |
|---|---|---|---|
| 0 | 4.22881 | 2.00013334 | 2.00013334 |
| 2 | 5.87963 | 0.66674667 | 0.66674667 |
| 4 | 9.03045 | 0.40005716 | 0.40005714 |
| 6 | 16.04755 | 0.28682705 | 0.28575873 |

Two terms of the series already give $B_6\approx2/7+\beta^2/9=0.28575873$. The recursion is wrong by $1.1\times10^{-3}$; the estimate $u\,6!/\beta^6$ is $2.5\times10^{-3}$.

With the series values,

$$S=189.9017\,(3.20972-1.80631+0.70566-0.12084)\times10^{-3}=0.377569 .$$

The recursion gives 0.377483. The difference comes almost entirely from $B_6$:

$$-CA_0\,\delta_6=-189.9017\times4.22881\times10^{-4}\times1.068\times10^{-3}=-8.58\times10^{-5}.$$

The same $\delta_6$ enters other pairs with other weights. For 3pσ–3pσ the polynomial is $(\xi^2-\eta^2)^2(1-\xi^2\eta^2)$. Its $\eta^6$ part is $-\xi^2\eta^6$, and the angular normalization multiplies $C$ by 3. The error is $-3CA_2\delta_6=-3.58\times10^{-4}$, which takes the overlap from 0.385064 to 0.384706. Equal principal quantum numbers thus do not imply equal damage.

Now vary $\zeta_b$ at fixed $\zeta_a$ and $R$ for the 3s pair:

| $\zeta_a-\zeta_b$ (Å$^{-1}$) | $\beta$ | $S$, recursion | $S$, repaired |
|---|---|---|---|
| 1.000 | 1.000 | 0.486757 | 0.486757 |
| 0.100 | 0.100 | 0.387349 | 0.387349 |
| 0.020 | 0.020 | 0.377483 | 0.377569 |
| 0.010 | 0.010 | 0.395682 | 0.376354 |
| 0.002 | 0.002 | −432.753 | 0.375384 |

The last recursive value violates $|S|\le1$, which the Cauchy–Schwarz inequality requires of normalized functions. The overlap matrix of the pair has eigenvalues $1\pm S$, so it is no longer positive definite, and a program may fail there visibly. The row above is more treacherous: 0.3957 looks reasonable but is 5% too large relative to the repaired value.

Individual rounding errors fluctuate, so their growth is better read from a median. Over 81 distances from 1.9 to 2.1 Å, the median absolute error of the recursive overlap is $1.6\times10^{-4}$ for an exponent difference of 0.02 Å$^{-1}$ and 150 for 0.002 Å$^{-1}$. The ratio, $9.4\times10^5$, is close to the $10^6$ expected from $|\beta|^{-6}$.

Merging the exponents at 3 Å$^{-1}$ gives $S=0.375141$. Compared with 0.377569 for the original pair, this is a change of $-0.00243$, or 0.6%. For the difference 0.002 Å$^{-1}$ the change is $-0.00024$, ten times smaller. It is thus first order in the exponent difference here, far above the rounding error of the series. The first order arises because merging at $\zeta_a$ shifts $\alpha$. For this pair only even $B_j$ enter and $C$ depends on $\zeta_a\zeta_b=(\alpha^2-\beta^2)/R^2$, so $S$ is even in $\beta$ at fixed $\alpha$. Merging at the mean exponent keeps $\alpha$ and therefore has no first-order effect on $S$ for this pair, but it is still a change of basis function. For 3s–3pσ, where odd $B_j$ also enter, a first-order change remains even then.

## What the switch cannot repair

Accurate $B_k$ do not prevent cancellation in the final sum. Its conditioning is measured by

$$\kappa=\frac{\sum_{ij}|w_{ij}A_iB_j|}{\left|\sum_{ij}w_{ij}A_iB_j\right|},$$

and relative errors of order $u$ in the terms can produce a relative error of order $\kappa u$ in $S$. For the 3s pair above, $\kappa=2.9$, which is harmless.

One case where the situation changes is small $R$ for some pairs with different $l$, such as s and d. It does not change for all: for 3s–3pσ with the same exponents, $\kappa$ stays near 2 as $R$ shrinks. As $R\to0$, $A_i\approx i!/\alpha^{i+1}$ while $C\propto R^{K+1}$, so only terms with $i=K$ can have a nonzero limit. For 4s on $a$ and 3dσ on $b$, the polynomial is

$$(\xi^2-\eta^2)(\xi+\eta)^3\,\tfrac12\left[3(1-\xi\eta)^2-(\xi-\eta)^2\right],$$

with leading part $\xi^7(3\eta^2-1)/2$. It contributes $A_7(3B_2-B_0)/2$, which vanishes at $\beta=0$ because $B_2=2/3$ and $B_0=2$. This is the orthogonality of s and d functions on one centre, produced by subtracting finite terms.

At $R=0.02$ Å, with the same exponents as before, $S=-7.05\times10^{-5}$ and $\kappa=3.0\times10^4$. The scale $\kappa u$ is about $7\times10^{-12}$ relative to $S$, or $5\times10^{-16}$ in absolute terms. This is negligible when overlaps are needed to a fixed absolute accuracy. If a tiny overlap is needed to full relative accuracy, the remedy is higher precision or an expansion of the whole overlap in $R$; changing the small-$\beta$ switch will not help.

Large $\kappa$ also occurs at ordinary distances when the exponents are very different. At $R=3$ Å, $\kappa=3.8\times10^3$ for 3s–3s with exponents 30 and 1 Å$^{-1}$, and $\kappa=1.5\times10^5$ for 6s–6s with 20 and 2 Å$^{-1}$. In these two cases the absolute error of $S$ stays below $10^{-14}$; an expansion in $R$ is not a remedy there.
